\section*{Filled stripes of the doped Hubbard model in unrestricted Hartree-Fock}

\section*{Question}

Electrons on a square lattice of $L_x\times L_y$ sites, with periodic boundaries and unit lattice constant, are described by
\begin{equation}
H=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad t,U>0 .
\end{equation}
The doping is $\delta=1-N/(L_xL_y)$ for $N$ electrons. Treat the model in unrestricted Hartree-Fock (UHF) with collinear spins: the state is a Slater determinant whose orbitals are purely up or purely down. Write $n_\sigma(i)$ for the mean densities, $n=n_\uparrow+n_\downarrow$, and
\begin{equation}
m(i)=(-1)^{x+y}\,\tfrac12\left[n_\uparrow(i)-n_\downarrow(i)\right]
\end{equation}
for the staggered moment. A vertical antiphase wall is a line along $y$ across which $m$ changes sign. There are $N_w$ equally spaced walls, a distance $d=L_x/N_w$ apart. Both $N_w$ and $L_y$ are even, and $L_x$ is a multiple of $2d$, hence even.

\section*{Part (a)}

\emph{Derive the orbital equation for walls along $y$, when $n$ and $m$ depend on $x$ alone, and reduce it to a strip of two rows.}

\subsection*{Answer}

In a determinant without spin mixing, $\langle n_{i\uparrow}n_{i\downarrow}\rangle=n_\uparrow(i)n_\downarrow(i)$. The energy is the hopping energy plus $U\sum_i n_\uparrow n_\downarrow$. Its derivative with respect to $n_\sigma(i)$ gives the potential $Un_{-\sigma}(i)$. When orbital energies are summed, the interaction is counted twice, so $U\sum_i n_\uparrow n_\downarrow$ must be subtracted once.

From the definition of $m$, $n_\sigma=n/2+\sigma(-1)^{x+y}m$ with $\sigma=\pm1$. Therefore
\begin{equation}
Un_{-\sigma}=\tfrac12Un(x)-\sigma(-1)^{x+y}\Delta(x),\qquad \Delta(x)=Um(x).
\end{equation}
The potential repeats every two rows. Put $\psi(x,y)=e^{iky}\varphi_r(x)$, where $r=0,1$ is the parity of $y$. Hopping along $y$ leads to the other row and gives $-t(e^{ik}+e^{-ik})\varphi_{1-r}$. Thus
\begin{align}
E\varphi_r(x)={}&-t\left[\varphi_r(x+1)+\varphi_r(x-1)\right]-2t\cos k\,\varphi_{1-r}(x)\nonumber\\
&+\left[\tfrac12Un(x)-\sigma(-1)^{x+r}\Delta(x)\right]\varphi_r(x).
\label{strip}
\end{align}
Replacing $k$ by $k+\pi$ and $\varphi_1$ by $-\varphi_1$ gives the same $\psi$. Hence $k$ covers an interval of length $\pi$, with $L_y/2$ values, and each $k$ has $2L_x$ levels per spin. The densities of the occupied orbitals must reproduce the $n$ and $m$ put into (\ref{strip}).

\section*{Part (b)}

\emph{Let the charge be uniform for the moment and measure $E$ from $Un/2$. Show that the spectrum at each $k$ is symmetric about zero for any $\Delta(x)$.}

\subsection*{Answer}

Let $\varphi$ solve (\ref{strip}) with energy $E$ and define $\varphi'_r(x)=(-1)^{x+r}\varphi_{1-r}(x)$. This combines a shift by one row with a sign that alternates between neighbours; it fits the boundaries because $L_x$ is even. Let $h$ be the right-hand operator of (\ref{strip}). A neighbouring column or row reverses the alternating sign, so
\begin{align}
(h\varphi')_r(x)={}&(-1)^{x+r}\Big\{t\left[\varphi_{1-r}(x+1)+\varphi_{1-r}(x-1)\right]+2t\cos k\,\varphi_r(x)\nonumber\\
&\qquad\qquad-\sigma(-1)^{x+r}\Delta(x)\varphi_{1-r}(x)\Big\}.
\end{align}
In row $1-r$ the field term of $h$ is $-\sigma(-1)^{x+1-r}\Delta=+\sigma(-1)^{x+r}\Delta$. The braces therefore contain $-(h\varphi)_{1-r}(x)=-E\varphi_{1-r}(x)$, and $h\varphi'=-E\varphi'$. Levels come in pairs $\pm E$.

\section*{Part (c)}

\emph{Take $k=\pi/2$ and one site-centred wall, $\Delta(x)=\Delta\,\mathrm{sgn}(x)$ with $\Delta>0$ and $\Delta(0)=0$. Find all bound states at $E=0$ and their decay.}

\subsection*{Answer}

At $k=\pi/2$ the coupling between rows vanishes. With $\eta=-\sigma(-1)^r=\pm1$, each row obeys
\begin{equation}
t\left[\psi(x+1)+\psi(x-1)\right]=\eta(-1)^x\Delta\,\mathrm{sgn}(x)\,\psi(x).
\label{zero}
\end{equation}
For $x>0$ try $\psi(x)=s(x)e^{-\kappa x}$ with signs fixed by $s(x)=\eta(-1)^xs(x-1)$. Applying this rule twice gives $s(x+1)=-s(x-1)$. The left side of (\ref{zero}) becomes
\begin{equation}
t\,s(x-1)\left(e^{\kappa}-e^{-\kappa}\right)e^{-\kappa x}=2t\sinh\kappa\;\eta(-1)^xs(x)e^{-\kappa x},
\end{equation}
which equals the right side if
\begin{equation}
\sinh\kappa=\frac{\Delta}{2t}.
\label{kappa}
\end{equation}
Reflection $x\to-x$ turns the equation for $x<0$ into the one just solved with $\eta\to-\eta$. The amplitude is again $e^{-\kappa|x|}$. At the wall, (\ref{zero}) demands $\psi(1)+\psi(-1)=0$. The sign rules give $s(1)=-\eta s(0)$ and $s(-1)=+\eta s(0)$, so this holds.

There is no second solution in the same row. The recursion has two independent solutions on each side, and the matrix that advances it by two columns has determinant one. One eigenvalue is $-e^{-2\kappa}$, so the other is $-e^{2\kappa}$ and grows. Two rows thus give two zero modes per wall and spin.

For $\Delta\ll t$, $\kappa\simeq\Delta/2t$ and the modes are wide; for $\Delta\gg t$, $\kappa\simeq\ln(\Delta/t)$ and they shrink towards the wall column. Overlap between modes on different walls can split them slightly, by an amount that falls exponentially with $d$.

Diagonalization with $\Delta=t$, 80 columns and two walls gives four zero modes per spin and a decay constant of 0.481212, in agreement with $\mathrm{arsinh}(1/2)$.

\section*{Part (d)}

\emph{All levels below the midgap levels are filled and all midgap levels are empty. How many holes does a wall hold per site, and what is $d$? State what the result requires. Repeat the count for site-centred walls along a lattice diagonal.}

\subsection*{Answer}

At $k=\pi/2$, $2N_w$ of the $2L_x$ levels per spin lie at or near zero. By part (b) the rest are shared equally between negative and positive energies, which leaves $L_x-N_w$ below the midgap group. If a gap separates this group from the levels below it at every $k$, no level crosses the gap as $k$ varies, and the number is the same for all $k$. With two spins and $L_y/2$ momenta,
\begin{equation}
N=2\cdot\frac{L_y}{2}\,(L_x-N_w)=L_xL_y-N_wL_y .
\end{equation}
There are $N_wL_y$ holes on $N_wL_y$ wall sites: one hole per wall site. Hence
\begin{equation}
\delta=\frac{N_wL_y}{L_xL_y}=\frac1d,\qquad d=\frac1\delta .
\end{equation}
The charge repeats after $d$ columns, whereas the staggered moment repeats after $2d$.

In the test case of part (c), the levels below the gap end at $-1.0001t$ and the midgap levels begin at $-0.6367t$. Every sampled $k$ has $80-2=78$ levels below the gap. The two-row strip then holds $2\cdot80-2\cdot78=4$ holes on its four wall sites.

The self-consistent charge is not uniform. Restoring $Un(x)/2$ continuously destroys the symmetry of part (b); moving the wall centre continuously from a site to a bond keeps that symmetry but shifts the levels. Neither can change the count while the gap stays open. If midgap and lower levels overlap, the walls are metallic and their hole content is no longer fixed. In the opposite case of completely filled midgap levels, $L_x+N_w$ levels are occupied at each $k$, and each wall site carries one extra electron.

For diagonal walls the fields depend on $s=x+y$; take $L_y=L_x$, so that the pattern fits both boundaries. With $\psi=e^{iq(x-y)}\chi(s)$, the two bonds leading to $s+1$ contribute $e^{iq}+e^{-iq}$, as do those leading to $s-1$. The result is (\ref{zero}) with $x\to s$ and $t\to2t\cos q$, hence one zero mode per wall and spin for every $q$. The alternating sign $(-1)^s$ combined with reflection about a wall, where $\Delta$ is odd, reverses the energy. For a chain of $L_x$ sites, $(L_x-N_w)/2$ levels are therefore negative. There are $L_y$ values of $q$, because the total number of states per spin is $L_xL_y$. Two spins give $N=L_y(L_x-N_w)$: again one hole per wall site, with $d$ measured along $x$.

\section*{Part (e)}

\emph{The count does not show that this spacing is favourable. Consider well-separated vertical walls with $\nu=\delta d$ holes per wall site. Find the condition for the spacing of part (d) to be a local energy minimum at fixed $\delta$.}

\subsection*{Answer}

Let $e_0$ be the energy per site of the half-filled N\'eel state and $E_w(\nu)$ the excess energy per wall site. Wall sites have density $1/d=\delta/\nu$, so
\begin{equation}
e=e_0+\frac{E_w(\nu)}{d}=e_0+\delta\,\frac{E_w(\nu)}{\nu}.
\end{equation}
The slope of $E_w$ follows from stationarity. A self-consistent determinant has no first-order energy change when its orbitals are rotated. Adding a small charge $dN$ to an extended orbital of energy $\varepsilon$ thus changes the energy by $\varepsilon\,dN$. This assumes that the solution changes smoothly with filling, with no hole trapping itself in a separate local distortion.

Let $\varepsilon_v$ and $\varepsilon_c$ be the lower and upper gap edges at $\nu=1$. Just below $\nu=1$ a new hole removes an electron at $\varepsilon_c$; just above, at $\varepsilon_v$. Hence $E_w'(1^-)=-\varepsilon_c$ and $E_w'(1^+)=-\varepsilon_v$. With $(E_w/\nu)'=E_w'-E_w$ at $\nu=1$,
\begin{equation}
\left.\frac{de}{d\nu}\right|_{1^-}=-\delta\left[\varepsilon_c+E_w(1)\right],\qquad
\left.\frac{de}{d\nu}\right|_{1^+}=-\delta\left[\varepsilon_v+E_w(1)\right].
\label{slopes}
\end{equation}
A minimum needs the first to be negative and the second positive:
\begin{equation}
\varepsilon_v<-E_w(1)<\varepsilon_c .
\label{crit}
\end{equation}
The energy has a cusp, whose change of slope is $\delta(\varepsilon_c-\varepsilon_v)$.

\section*{Part (f)}

\emph{The UHF equations were solved for $U=4t$ in cells of $2d$ columns and two rows, starting from bond-centred walls, with momentum sampling. The down density is the up density shifted by one row. Levels are filled at temperature $0.01t$, since some of the states may be metallic; the energies are free energies per site in units of $t$:}
\begin{center}
\begin{tabular}{cc|cc}
\multicolumn{2}{c|}{$\delta=1/8$} & \multicolumn{2}{c}{$\delta=1/10$}\\
$d$ & $e$ & $d$ & $e$\\
6 & $-0.90520$ & 8 & $-0.88521$\\
7 & $-0.90891$ & 9 & $-0.88705$\\
8 & $-0.91095$ & 10 & $-0.88823$\\
9 & $-0.90727$ & 11 & $-0.88581$\\
10 & $-0.90436$ & 12 & $-0.88378$
\end{tabular}
\end{center}
\emph{At half filling $e_0=-0.79703$. For $\delta=1/10$, $d=10$ the gap edges on the sampled momenta are $0.6211$ and $1.0246$; a finer mesh lowers the upper edge by a few thousandths. Test parts (d) and (e), describe the solution, and decide whether it is the UHF ground state.}

\subsection*{Answer}

\paragraph{Spacing.} Among the spacings tried, the minimum lies at $d=8$ for $\delta=1/8$ and at $d=10$ for $\delta=1/10$, as $d=1/\delta$ requires. Both states are insulating, with gaps of $0.394t$ and $0.404t$ on the sampled momenta.

\paragraph{Criterion.} For $\delta=1/10$,
\begin{equation}
-E_w(1)=-\frac{e-e_0}{\delta}=\frac{0.88823-0.79703}{0.1}\,t=0.912\,t ,
\end{equation}
which lies between the gap edges, so (\ref{crit}) holds. The slopes (\ref{slopes}) are $-0.1(1.0246-0.9120)t=-0.0113t$ and $-0.1(0.6211-0.9120)t=+0.0291t$. One column changes $\nu$ by $0.1$. The predicted energy changes are thus $-0.0011t$ from $d=9$ to 10 and $+0.0029t$ from $d=10$ to 11; the table gives $-0.0012t$ and $+0.0024t$. The linear estimate explains why excess holes cost more than missing ones: $-E_w(1)$ lies closer to the upper gap edge. A finite step also feels the factor $1/\nu$ in $e$: with $E_w$ linear on each side, the two steps are divided by $0.9$ and $1.1$ and become about $-0.00125t$ and $+0.0026t$, both now somewhat larger in size than the tabulated steps. These estimates hold at zero temperature, whereas the table lists free energies. The term $-TS$ is negligible in the insulating state $d=10$ but lowers the metallic states, by about $0.0001t$ at $d=9$ and $0.0002t$ at $d=11$, which shrinks both steps by amounts comparable to the remaining differences. The sampling error of the upper gap edge (for the step from $d=9$ to 10), the curvature of $E_w$ and the interaction between walls also enter and are not separated here.

\paragraph{Profile.} For $d=8$, counting columns from the wall, the solution has
\begin{center}
\begin{tabular}{ccccc}
column & 1 & 2 & 3 & 4\\
$n$ & 0.724 & 0.847 & 0.947 & 0.981\\
$|m|$ & 0.086 & 0.236 & 0.315 & 0.337
\end{tabular}
\end{center}
and the mirror image beyond column 4. The moment reverses at each wall. Its value in mid-domain is close to the half-filled value $0.345$. The total of one hole per wall site is imposed by $\delta$ and $d$; its location is not. The four columns nearest a wall hold $2(0.2757+0.1528)=0.857$ of that hole. The stripe is thus a broad charge trough, not a column of empty sites.

\paragraph{Is it a solution without the assumed symmetry?} The $d=8$ pattern was recomputed with the momenta allowed on a $16\times8$ torus and inserted into the UHF equations of that torus, with 112 electrons and both spin densities free on every site. It reproduces itself to about $3\times10^{-8}$ in the densities. After random noise of standard deviation $0.02$ was added to all densities, iteration returned to the same energy within $10^{-7}t$ per site, with two walls in every row. This shows robustness against one disturbance on this torus, not against every distortion.

\paragraph{Is it the ground state?} At $\delta=1/8$ the uniform doped N\'eel state has $e=-0.88479t$. The stripes lie lower by $0.0262t$ per site, or $8\times0.0262t=0.21t$ per hole. Diagonal filled walls are closer rivals. Taking the lower of bond- and site-centred walls in each direction, on the sampled momenta,
\begin{center}
\begin{tabular}{cccc}
$U/t$ & vertical & diagonal & lower\\
3 & $-1.05187$ & $-1.04590$ & vertical\\
4 & $-0.91095$ & $-0.91061$ & vertical\\
5 & $-0.80002$ & $-0.80412$ & diagonal
\end{tabular}
\end{center}
The order changes between $U=4t$ and $5t$. At $U=4t$ the vertical stripe is the lowest of the states compared, by $0.0003t$ per site; this does not prove it to be the global UHF minimum. At $U=5t$ the vertical stripe is not the UHF ground state. For vertical walls, bond and site centring differ by at most about $2\times10^{-6}t$ per site, so the lattice hardly fixes the wall position.

UHF omits correlation beyond a single determinant. Energy differences as small as that between the two wall directions at $U=4t$ therefore do not settle the order in the full Hubbard model. The complete set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Hopping t = 1.0 (energy unit), U = 4.0 t, T = 0.01 t
Imposed walls: field 1.0 t, 80 columns, 2 walls
  zero modes per spin at k = pi/2: 4
  decay constant: 0.481212, formula 0.481212 per column
  valence top -1.0001 t, midgap bottom -0.6367 t
  valence levels per k and spin: 78
  holes per wall site with midgap empty: 1.0
Half-filled Neel: m = 0.3453, energy -0.79703 t per site
  gap-equation product (should be 1): 1.00000
Doping 1/8: free energy per site by wall spacing d
  d =  6, holes per wall site 0.750: -0.905204 t
  d =  7, holes per wall site 0.875: -0.908907 t
  d =  8, holes per wall site 1.000: -0.910953 t
  d =  9, holes per wall site 1.125: -0.907271 t
  d = 10, holes per wall site 1.250: -0.904358 t
Doping 1/10: free energy per site by wall spacing d
  d =  8, holes per wall site 0.800: -0.885213 t
  d =  9, holes per wall site 0.900: -0.887053 t
  d = 10, holes per wall site 1.000: -0.888232 t
  d = 11, holes per wall site 1.100: -0.885813 t
  d = 12, holes per wall site 1.200: -0.883784 t
Filled d = 8: gap edges 0.6204 and 1.0142 t, gap 0.3938 t
Filled d = 10: gap edges 0.6211 and 1.0246 t, gap 0.4035 t
  minus energy per hole at d = 10: 0.9120 t
Profile at d = 8, columns counted from a bond-centred wall
  column 1: density 0.7243, |m| 0.0860
  column 2: density 0.8472, |m| 0.2355
  column 3: density 0.9472, |m| 0.3147
  column 4: density 0.9813, |m| 0.3372
  holes per wall site in the 4 columns nearest a wall: 0.8570
Uniform doped Neel, doping 1/8: -0.884787 t per site, |m| 0.2333
Torus 16 x 8, 112 electrons: -0.910948 t per site
  largest density residual of the stripe: 3.1e-08
  energy change after noise and relaxing: 6.8e-08 t per site
Filled walls, d = 8, energy per site in t (bond-, site-centred)
  U = 3 t: vertical -1.051871, -1.051871; diagonal -1.045810, -1.045902
  U = 4 t: vertical -0.910953, -0.910953; diagonal -0.910117, -0.910612
  U = 5 t: vertical -0.800015, -0.800013; diagonal -0.803044, -0.804119
\end{verbatim}
